# Thomson Displacement of the Hot Spot in a Phase-Change Line, part 2

A homogeneous, solid line of phase-change material occupies $-a\le x\le a$, with length $L=2a$ and uniform cross-section $A$. Ideal heat sinks hold both ends at $T_s$. A steady conventional current $I$ flows, with density $J=I/A$ positive along $+x$. The question is how far, and in which direction, Thomson heat moves the hot spot, the position $x_m$ of the temperature maximum. SI units are used, and a prime on a function of position means $d/dx$.

The material has resistivity $\rho$, thermal conductivity $\kappa$, Seebeck coefficient $S$, Thomson coefficient $\mu=T\,dS/dT$ and lateral heat loss $G$ per unit volume and time, all functions of the temperature $T$. With $\varphi$ the electrochemical potential of the carriers divided by their charge, and $W$ the energy flux, the transport laws are

$$-\varphi'=\rho J+S\,T',\qquad W=-\kappa T'+J\,(S\,T+\varphi). \tag{1}$$

They give the steady heat balance

$$(\kappa T')'+\rho J^2-G-\mu J\,T'=0. \tag{10}$$

The profile without the Thomson term, $\bar T(x)$, is even with a single central maximum, and $q=\kappa\bar T'$. To first order in the Thomson term, with Joule heat kept in full, the maximum lies at

$$\delta=J\int_0^a\frac{dx}{q(x)^2}\int_0^x\frac{\mu}{\kappa}\,q(s)^2\,ds. \tag{11}$$

Reversing the current reverses the displacement and preserves the peak temperature.

If $\rho,\kappa,\mu$ are constant and $G=0$, then $q=-\rho J^2x$ and

$$\delta=\frac{\mu J L^2}{24\,\kappa}=\frac{\mu I L^2}{24\,\kappa A}. \tag{12}$$

In that case the peak rise above $T_s$ without the Thomson term is

$$\Delta T=\frac{\rho J^2a^2}{2\kappa} \tag{13}$$

### Corollary 2 (which part of the line matters)

*If $\rho$ is constant and $G=0$, while $\kappa$ and $\mu$ may depend on temperature, then*

$$\delta=J\int_0^a\frac{\mu}{\kappa}\,s\left(1-\frac{s}{a}\right)ds. \tag{14}$$

**Proof.** Again $q=-\rho J^2x$. The integration region in (11) is $0<s<x<a$. Doing the $x$ integral first gives

$$\delta=J\int_0^a\frac{\mu}{\kappa}s^2\left(\int_s^a\frac{dx}{x^2}\right)ds
=J\int_0^a\frac{\mu}{\kappa}s^2\left(\frac1s-\frac1a\right)ds,$$

which is (14). ∎

The weight $s(1-s/a)$ vanishes at the hot spot and at the sinks, and is largest halfway between them. This is a weight per unit length. Since $\mu$ depends on temperature, the weight per kelvin is also of interest. With $\kappa\,d\bar T=-\rho J^2s\,ds$, (14) becomes

$$\delta=\frac{1}{\rho J}\int_{T_s}^{\bar T(0)}\mu\left(1-\frac sa\right)dT,$$

where $s$ is the distance from the centre at which $\bar T=T$. Per kelvin the weight is largest at the peak temperature and vanishes only at the sinks, because near the flat maximum a small temperature interval covers a long stretch of the line. For constant $\kappa$ and $\mu$ linear in $T$, the displacement equals that of a constant $\mu$ taken at 70 percent of the peak rise.

Each factor has a physical origin, most easily seen for constant $\kappa$. The factor $s$ comes from the temperature gradient, whose magnitude grows in proportion to $s$ and which sets the local Thomson heat. For the second factor, consider a heat source of strength $Q$ per unit area at $s$ and an equal sink at $-s$. The resulting temperature change is odd. It rises from zero at the centre with slope $g$ to the value $gs$, then falls to zero at $a$ with slope $-gs/(a-s)$. The slope must drop by $Q/\kappa$ at the source:

$$g+\frac{gs}{a-s}=\frac{ga}{a-s}=\frac{Q}{\kappa},\qquad\text{so}\qquad g=\frac{Q}{\kappa}\left(1-\frac sa\right).$$

The tilt at the centre, which moves the maximum, is small when the source is close to a heat sink.

The weight can be seen numerically by confining the Thomson coefficient to a narrow zone. At first order $\mu$ is evaluated on the even profile $\bar T$, so it may be prescribed as a function of the distance $s$ from the centre. Take

$$\mu(s)=\mu_*\exp\left[-\left(\frac{s-ca}{0.05\,a}\right)^2\right],\qquad P_*=\frac{\mu_*Ja}{\kappa}.$$

Solutions of (10) by collocation at $P_*=\pm0.02$ give $\delta/(aP_*)=0.0112$, $0.0220$ and $0.0112$ for $c=0.15$, $0.50$ and $0.85$. Equation (14) explains these values. With the negligible tails of the Gaussian included, its integral is $0.05\sqrt\pi\,[c(1-c)-0.05^2/2]$. The two outer zones have the same $c(1-c)$, and the central zone has nearly twice as much.

### The solution beyond first order

For constant coefficients without lateral loss, (10) can be solved in closed form, which shows how far (12) can be trusted. Define

$$P=\frac{\mu Ja}{\kappa}.$$

This number compares heat transport by the Thomson effect with conduction over the half-length. The slope obeys $T''-(P/a)\,T'=-\rho J^2/\kappa$, whose general solution is

$$T'=\frac{\rho J}{\mu}+C\,e^{Px/a}.$$

Equal end temperatures require the integral of $T'$ over the line to vanish:

$$\frac{2a\rho J}{\mu}+C\,\frac{2a}{P}\sinh P=0,\qquad C=-\frac{\rho J}{\mu}\,\frac{P}{\sinh P}.$$

The slope is therefore zero where $e^{Px/a}=\sinh P/P$, that is, at

$$x_m=\frac aP\ln\frac{\sinh P}{P}. \tag{15}$$

From $\sinh P/P=1+P^2/6+P^4/120+\dots$ and $\ln(1+z)=z-z^2/2+\dots$,

$$\ln\frac{\sinh P}{P}=\frac{P^2}{6}+\left(\frac1{120}-\frac1{72}\right)P^4+\dots=\frac{P^2}{6}-\frac{P^4}{180}+\dots,$$

and hence

$$x_m=a\left(\frac P6-\frac{P^3}{180}+\dots\right). \tag{16}$$

The first term is (12). For small $P$ it exceeds the full displacement by the fraction $P^2/30$. At $P=2$ it gives $x_m/a=0.333$, while (15) gives $0.298$, so the first-order value is 12 percent too large. For $P\gg1$, where $\sinh P\approx e^P/2$, (15) becomes $x_m\approx a[1-\ln(2P)/P]$. The maximum then approaches the sink at $x=a$ but stays inside the line, whereas the linear formula would place it outside for $P>6$.

The peak rise follows by integrating the slope from the left end:

$$T(x)-T_s=\frac{\rho J}{\mu}\left[x+a-\frac{a}{\sinh P}\left(e^{Px/a}-e^{-P}\right)\right].$$

At the maximum $e^{Px_m/a}=\sinh P/P$. With $1+e^{-P}/\sinh P=\coth P$ and $\rho Ja/\mu=\rho J^2a^2/(\kappa P)$,

$$T(x_m)-T_s=\frac{\rho J^2a^2}{\kappa P}\left[\frac{x_m}{a}+\coth P-\frac1P\right]. \tag{17}$$

Since $\coth P-1/P=P/3-P^3/45+\dots$, the bracket is $P/2-P^3/36+\dots$, and the peak rise is $\Delta T\,(1-P^2/18+\dots)$. For small $P$, Thomson heat thus lowers the peak only slightly, and by the same amount for both polarities.

### Corollary 3 (linear lateral loss)

*If $\rho,\kappa,\mu$ are constant and $G=\kappa(T-T_s)/\lambda^2$, where $\lambda$ is a decay length, then*

$$\delta=\frac{\mu J\lambda^2}{2\kappa}\left[\frac a\lambda\coth\frac a\lambda-1\right]. \tag{18}$$

**Proof.** The undisturbed profile that satisfies (10) and the end conditions is

$$\bar T-T_s=\frac{\rho J^2\lambda^2}{\kappa}\left[1-\frac{\cosh(x/\lambda)}{\cosh(a/\lambda)}\right], \tag{19}$$

so $q\propto\sinh(x/\lambda)$. The inner integral in (11) is

$$\int_0^x\sinh^2\frac s\lambda\,ds=\frac\lambda2\sinh\frac x\lambda\cosh\frac x\lambda-\frac x2.$$

Dividing by $\sinh^2(x/\lambda)$ gives a total derivative:

$$\frac\lambda2\coth\frac x\lambda-\frac{x}{2\sinh^2(x/\lambda)}=\frac{d}{dx}\left[\frac{\lambda x}{2}\coth\frac x\lambda\right].$$

The bracket equals $(\lambda a/2)\coth(a/\lambda)$ at $x=a$ and tends to $\lambda^2/2$ as $x\to0$. Their difference, multiplied by $\mu J/\kappa$, is (18). ∎

For $\lambda\gg a$, the expansion $z\coth z-1\approx z^2/3$ returns $\delta=\mu Ja^2/(6\kappa)$. For $\lambda\ll a$, $\delta\approx\mu J\lambda(a-\lambda)/(2\kappa)$. The displacement then grows linearly with length instead of quadratically.

The limit $\lambda\ll a$ deserves care, because the undisturbed maximum is then very flat. The full solution settles how small the Thomson term must be. Let $v=\mu J/\kappa$ and $k=\sqrt{1/\lambda^2+v^2/4}$. The solution of (10) with zero rise at both ends is

$$T-T_s=\frac{\rho J^2\lambda^2}{\kappa}\left\{1-e^{vx/2}\left[\frac{\cosh(va/2)}{\cosh ka}\cosh kx-\frac{\sinh(va/2)}{\sinh ka}\sinh kx\right]\right\}.$$

Setting its slope to zero and dividing by $\cosh kx\,\cosh(va/2)/\cosh ka$ gives, with $t=\tanh(va/2)\coth ka$,

$$\frac v2\,(1-t\tanh kx)+k\,(\tanh kx-t)=0,\qquad
\tanh kx_m=\frac{t-v/(2k)}{1-t\,v/(2k)}.$$

The right-hand side is the subtraction formula for the hyperbolic tangent, so

$$x_m=\frac1k\left[\operatorname{artanh}\left(\tanh\frac{va}{2}\coth ka\right)-\operatorname{artanh}\frac{v}{2k}\right]. \tag{20}$$

To first order in $v$ this is (18). For a long line $\coth ka\to1$, and the first term in the bracket becomes $va/2$ without any expansion in $va$. The linear law then requires $|v|\lambda\ll1$, not $|v|a\ll1$. When $\lambda$ is comparable with $a$ or larger, the relevant condition is $|P|=|v|a\ll1$.

### Corollary 4 (scaling with voltage)

*Let the coefficients be constant and $G=0$. If $V=\varphi(-a)-\varphi(a)$ is the voltage along the line, then*

$$\frac\delta L=\frac{\mu V}{24\,\kappa\rho}=\frac{\mu}{12}\sqrt{\frac{2\Delta T}{\kappa\rho}}, \tag{21}$$

*where the second form is written for $J>0$.*

**Proof.** Ohm's law with the Seebeck term, $-\varphi'=\rho J+ST'$, gives

$$V=\rho JL+\int_{-a}^{a}S\,T'\,dx=\rho JL.$$

The integral vanishes because $S$ is a function of temperature and the ends have equal temperatures. Inserting $J=V/(\rho L)$ in (12) gives the first form. Equation (13) with $a=L/2$ gives $\Delta T=V^2/(8\kappa\rho)$, so $|V|=\sqrt{8\kappa\rho\,\Delta T}$, and the second form follows for $J>0$, where $V$ is positive. For $J<0$ the voltage is negative and the second form changes sign. ∎

The constant coefficient $\mu$ here means that $S$ varies logarithmically with temperature; $S$ itself is not constant. Since $P=\mu V/(2\kappa\rho)$, the full result (15) also makes $x_m/L$ a function of voltage and material coefficients alone. Shortening a line at fixed voltage reduces the displacement in nanometres but leaves its fraction of the length unchanged. This scaling assumes that the coefficients do not change with size and that the sinks remain ideal.

### Worked example

The following round values are model parameters and are not assigned to a particular compound:

- $L=200$ nm, so $a=100$ nm, and $A=1000$ nm²;
- $J=10^{11}$ A/m², so $I=0.100$ mA;
- $\rho=10^{-5}$ Ω m and $\kappa=1$ W/(m K);
- $\mu=50$ µV/K and $T_s=300$ K.

The Thomson number is

$$P=\frac{(50\times10^{-6})(10^{11})(10^{-7})}{1}=0.50,$$

and the undisturbed peak rise is

$$\Delta T=\frac{(10^{-5})(10^{22})(10^{-14})}{2}\ \text{K}=500\ \text{K}.$$

The first-order displacement from (12) is

$$\delta=\frac{(50\times10^{-6})(10^{11})(200\times10^{-9})^2}{24}\ \text{m}=8.33\ \text{nm}.$$

This is 4.2 percent of the length. The closed form (15) gives 8.26 nm, so the first-order value is 0.8 percent too large relative to it, as the estimate $P^2/30$ predicts. The hot spots of the two polarities are 16.7 nm apart at first order and 16.5 nm apart by (15). The peak rise falls from 500 K to 493 K, so the hottest point is at 793 K for either polarity.

The same displacement can be obtained without inserting a Thomson term. The coefficient $\mu$ is constant when

$$S(T)=S_s+\mu\ln\frac{T}{T_s},$$

and $S_s=200$ µV/K is chosen. Solving the laws for charge and energy transport with this $S(T)$ by collocation gives $+8.26$ nm for current along $+x$ and $-8.26$ nm for current along $-x$. The voltage for positive current is 0.200 V, equal to $\rho JL$. Halving the length and doubling the current density keeps this voltage, and the displacement becomes 4.13 nm, half the former value.

**With lateral loss.** Let $\lambda=50$ nm, with the other values unchanged. Then $a/\lambda=2$ and $\rho J^2\lambda^2/\kappa=250$ K. Equation (19) gives a peak rise of $250\,(1-1/\cosh2)=184$ K. The prefactor in (18) is 6.25 nm, and

$$\delta=6.25\,(2\coth2-1)\ \text{nm}=6.72\ \text{nm}.$$

A collocation solution of (10) that keeps the Thomson term in full gives 6.69 nm, which is also the value of (20). Loss has lowered the peak rise much more strongly than the displacement.

**With temperature-dependent coefficients.** Put $u=(T-T_s)/(500\ \text{K})$ and multiply the constant values of $\kappa$, $\rho$ and $\mu$ by $1+0.4u$, $1-0.3u$ and $1+0.5u$. Include the loss $G=\kappa(T_s)(T-T_s)/\lambda^2$ with $\lambda=100$ nm. The undisturbed profile is now found numerically by collocation and has a peak rise of 279 K. Quadrature of (11) on this profile gives $\delta=7.92$ nm. Solutions with the full Thomson term give $+7.87$ nm and $-7.87$ nm for the two polarities. The first-order result is thus 0.7 percent too large relative to the full solution of this model.

In each of these cases the displacement is several nanometres in a 200 nm line. The displacement depends on the current. If the current is raised slowly and the steady state persists until the peak reaches the melting temperature, melting begins at the displacement that belongs to the current reached at that point. How the molten region then grows depends on the liquid coefficients and on the Peltier heat at its boundaries, which are not part of this calculation.

Two limits matter when these numbers are compared with a real line. The first concerns the chosen coefficients. With a Lorenz number of $1.5\times10^{-8}$ W Ω/K², typical of a nondegenerate semiconductor, the carriers alone would conduct heat with $1.5\times10^{-8}\,T/\rho\approx1.2$ W/(m K) at 793 K. This is more than the whole $\kappa$ of the example. A real material with this resistivity would need a larger $\kappa$ in the hot part of the line (at 300 K the carrier part is only about 0.45 W/(m K)), and by (12) the displacement at given current density falls in inverse proportion to it.

The second concerns the sinks. Let $S=200$ µV/K be constant and measured relative to the electrodes, so that there is no Thomson heat, and let each end have a thermal boundary resistance $R=10^{-8}$ m² K/W, with all Peltier heat released or absorbed on the line side of this resistance. For current along $+x$, the temperatures $T_-$ and $T_+$ of the upstream and downstream ends then obey

$$T_\pm-T_s=R\left[\rho J^2a\pm\left(JST_\pm-\kappa\,\frac{T_+-T_-}{L}\right)\right].$$

The first term is the Joule heat leaving through each end, which alone would warm both ends by 100 K. The second is the Peltier heat, and the third is the heat conducted back along the line. The solution is $T_-\approx340$ K and $T_+\approx491$ K. The resulting gradient of 151 K over 200 nm, divided by the curvature $\rho J^2/\kappa=10^{17}$ K/m² of the profile, moves the maximum by about 7.5 nm along the current. This is comparable with the Thomson displacement and also reverses with polarity. The value depends on where the Peltier heat is exchanged: with half of it on the line side of $R$ the shift is about 3.7 nm, and with all of it on the electrode side, next to an ideal sink, there is none. A boundary resistance also changes the Thomson displacement itself, since (11) assumes fixed end temperatures. A measured shift can therefore be assigned to Thomson heat only if the Peltier contribution of the contacts is known or small.
